**On-top pair density, effective polarization and the closed-shell limit of tPBE**

For a single determinant with collinear spins, the program tests \(|m|/\rho=\zeta=\sqrt{1-4\Pi/\rho^2}\), where \(\rho\) is the electron density, \(m\) the spin density and \(\Pi\) the on-top pair density normalized to \(N(N-1)/2\) pairs. It asserts this relation at two points of a one-dimensional three-electron determinant, with all quantities integrated from the wave function. For water with Hartree–Fock orbitals it asserts that the tPBE and PBE total energies agree; both are −76.329286 hartree, 4.178 millihartree above self-consistent PBE. For the quartet nitrogen atom it asserts that the translated local functional and PBE correlation match their parents while PBE exchange does not. The resulting tPBE energy is 0.197 millihartree below PBE, and retaining the gradient of \(\Pi\) restores the PBE value. For two hydrogen atoms 8 bohr apart it asserts that \(R=4\Pi/\rho^2\) equals \(1/c_g^2\) at the midpoint and exceeds 1, where \(c_g\) is the coefficient of the gerade configuration. It also asserts that the tPBE error relative to two separate atoms is less than a tenth of the error of PBE with \(m=0\); the output gives 0.048 and 85.943 millihartree.

## Check in Python

```python
"""
Result under test: for a single Slater determinant with collinear spins,
    |m|/rho = zeta = sqrt(1 - 4 Pi/rho^2),
and for a closed-shell determinant the tPBE energy equals the PBE energy
evaluated with the same orbitals.
rho: electron density; m: spin density (up minus down);
Pi: on-top pair density, normalized to N(N-1)/2 pairs; R = 4 Pi/rho^2.
tPBE uses spin densities rho(1 +- zeta)/2 and gradients (1 +- zeta) grad(rho)/2,
with zeta = 0 where R > 1. Hartree atomic units throughout.
"""
import itertools
import numpy as np
from scipy.linalg import eigh
from pyscf import gto, scf, dft, fci, ao2mo


# ---- Three electrons in one dimension: everything from the wave function ----
def gaussian(x):
    return np.pi**-0.25 * np.exp(-x**2 / 2)


SPIN_ORBITALS = [(gaussian, 0),
                 (lambda x: np.sqrt(2) * x * gaussian(x), 0),
                 (lambda x: gaussian(x - 1.5), 1)]


def wave_function(positions, spins):
    positions = np.broadcast_arrays(*positions)
    rows = [np.stack([f(x) * (spin == s) for f, spin in SPIN_ORBITALS], -1)
            for x, s in zip(positions, spins)]
    return np.linalg.det(np.stack(rows, -2)) / np.sqrt(6)


line = np.linspace(-9, 9, 181)
step = line[1] - line[0]
print("Three-electron determinant in one dimension (atomic units)")
signs = []
for x in (-0.5, 2.0):
    spin_density = []
    for s in (0, 1):
        total = sum(np.sum(wave_function(
            (x, line[:, None], line[None, :]), (s, s2, s3))**2)
            for s2, s3 in itertools.product((0, 1), repeat=2))
        spin_density.append(3 * total * step**2)
    pair = 3 * step * sum(np.sum(wave_function((x, x, line), spins)**2)
                          for spins in itertools.product((0, 1), repeat=3))
    density = sum(spin_density)
    polarization = (spin_density[0] - spin_density[1]) / density
    zeta = np.sqrt(1 - 4 * pair / density**2)
    assert abs(pair - spin_density[0] * spin_density[1]) < 1e-10
    assert abs(zeta - abs(polarization)) < 1e-9
    signs.append(np.sign(polarization))
    print(f"x = {x:.1f} bohr: rho = {density:.6f} bohr^-1, Pi = {pair:.6f} bohr^-2")
    print(f"  m/rho = {polarization:.6f}, zeta from Pi = {zeta:.6f}")
assert signs == [1.0, -1.0]


# ---- Tools for three-dimensional systems ----
def density_fields(mol, orbitals, rdm1, rdm2, coords):
    """Density with gradient, pair density and its gradient from the RDMs."""
    ao = dft.numint.eval_ao(mol, coords, deriv=1)
    phi = np.einsum('xga,ap->xgp', ao, orbitals)
    n = orbitals.shape[1]
    d_phi = phi[0] @ rdm1
    rho = np.einsum('xgp,gp->xg', phi, d_phi)
    rho[1:] *= 2
    products = np.einsum('gp,gq->gpq', phi[0], phi[0]).reshape(-1, n * n)
    contracted = products @ rdm2.reshape(n * n, n * n)
    pair = 0.5 * np.sum(products * contracted, axis=1)
    half = np.einsum('gpq,gq->gp', contracted.reshape(-1, n, n), phi[0])
    pair_gradient = 2 * np.einsum('xgp,gp->xg', phi[1:], half)
    return rho, pair, pair_gradient


def translate(density, pair):
    ratio = np.ones_like(density)
    big = density > 1e-12
    ratio[big] = 4 * pair[big] / density[big]**2
    return ratio, np.sqrt(np.clip(1 - ratio, 0, 1))


def on_top_energy(xc, rho, pair, weights, pair_gradient=None):
    zeta = translate(rho[0], pair)[1]
    up, down = rho * (1 + zeta) / 2, rho * (1 - zeta) / 2
    if pair_gradient is not None:
        m = rho[0] * zeta
        ok = (zeta > 1e-7) & (rho[0] > 1e-12)
        grad_m = np.zeros_like(pair_gradient)
        grad_m[:, ok] = (rho[0] * rho[1:] - 2 * pair_gradient)[:, ok] / m[ok]
        up[1:], down[1:] = (rho[1:] + grad_m) / 2, (rho[1:] - grad_m) / 2
    if xc.startswith('lda'):
        up, down = up[0], down[0]
    exc = dft.libxc.eval_xc(xc, (up, down), spin=1)[0]
    return np.sum(weights * rho[0] * exc)


def classical_energy(mol, dm):
    """Nuclear repulsion, one-electron and classical Coulomb energy."""
    coulomb = scf.hf.get_jk(mol, dm)[0]
    return (mol.energy_nuc() + np.sum(scf.hf.get_hcore(mol) * dm)
            + 0.5 * np.sum(coulomb * dm))


def determinant_rdms(norb, nelec):
    shape = [fci.cistring.num_strings(norb, k) for k in nelec]
    vector = np.zeros(shape)
    vector[0, 0] = 1
    return fci.direct_spin1.make_rdm12(vector, norb, nelec)


# ---- Closed shell: water ----
water = gto.M(atom='O 0 0 0; H 0 1.43 1.11; H 0 -1.43 1.11', unit='Bohr',
              basis='cc-pvdz', verbose=0)
hf = scf.RHF(water).set(conv_tol=1e-11)
hf.kernel()
assert hf.converged
dm = np.array(hf.make_rdm1())
ks = dft.RKS(water)
ks.xc = 'pbe'
veff = ks.get_veff(water, dm)
pbe_at_hf = ks.energy_tot(dm, ks.get_hcore(), veff)
rdm1, rdm2 = determinant_rdms(6, (5, 5))
rho, pair, _ = density_fields(water, hf.mo_coeff[:, :6], rdm1, rdm2,
                              ks.grids.coords)
ratio, zeta = translate(rho[0], pair)
e_ot = on_top_energy('pbe', rho, pair, ks.grids.weights)
tpbe = classical_energy(water, dm) + e_ot
assert np.max(abs(ratio - 1)) < 1e-10
assert abs(e_ot - veff.exc) < 1e-6
assert abs(tpbe - pbe_at_hf) < 1e-6
pbe_scf = ks.kernel()
assert ks.converged and pbe_scf < pbe_at_hf - 1e-5
print("Water, cc-pVDZ; O (0,0,0), H (0,+-1.43,1.11) bohr")
print(f"Hartree-Fock energy = {hf.e_tot:.6f} hartree")
print(f"largest |R - 1| on the grid = {np.max(abs(ratio - 1)):.1e}")
print(f"on-top energy tPBE = {e_ot:.6f} hartree")
print(f"xc energy PBE, same orbitals = {veff.exc:.6f} hartree")
print(f"total tPBE, HF orbitals = {tpbe:.6f} hartree")
print(f"total PBE, HF orbitals = {pbe_at_hf:.6f} hartree")
print(f"|tPBE - PBE|, same orbitals = {abs(tpbe - pbe_at_hf):.1e} hartree")
print(f"total PBE, self-consistent = {pbe_scf:.6f} hartree")
print(f"PBE at HF orbitals minus self-consistent = "
      f"{1000 * (pbe_at_hf - pbe_scf):.3f} millihartree")

# ---- Open shell: quartet nitrogen atom ----
nitrogen = gto.M(atom='N 0 0 0', spin=3, basis='cc-pvdz', verbose=0)
rohf = scf.ROHF(nitrogen).set(conv_tol=1e-11)
rohf.kernel()
assert rohf.converged
order = np.argsort(-rohf.mo_occ, kind='stable')
orbitals = rohf.mo_coeff[:, order[:6]]
dm_up = orbitals[:, :5] @ orbitals[:, :5].T
dm_down = orbitals[:, :2] @ orbitals[:, :2].T
spin_dms = np.array([dm_up, dm_down])
rdm1, rdm2 = determinant_rdms(6, (5, 2))
uks = dft.UKS(nitrogen)
reference, translated = {}, {}
fields = None
for name, xc in (('LSDA', 'lda,pw_mod'), ('PBE', 'pbe'),
                 ('PBE exchange', 'pbe,'), ('PBE correlation', ',pbe')):
    uks.xc = xc
    reference[name] = float(uks.get_veff(nitrogen, spin_dms).exc)
    if fields is None:
        fields = density_fields(nitrogen, orbitals, rdm1, rdm2,
                                uks.grids.coords)
    translated[name] = on_top_energy(xc, fields[0], fields[1],
                                     uks.grids.weights)
retained = on_top_energy('pbe', *fields[:2], uks.grids.weights, fields[2])
gap = {name: translated[name] - reference[name] for name in reference}
assert abs(gap['LSDA']) < 1e-5
assert abs(gap['PBE correlation']) < 1e-5
assert abs(gap['PBE exchange']) > 1e-4
assert abs(gap['PBE'] - gap['PBE exchange']) < 1e-5
assert abs(retained - reference['PBE']) < 1e-5

point = np.array([[0.0, 0.0, 1.0]])
p_rho, p_pair, _ = density_fields(nitrogen, orbitals, rdm1, rdm2, point)
p_ratio, p_zeta = translate(p_rho[0], p_pair)
p_ao = dft.numint.eval_ao(nitrogen, point)[0]
p_up, p_down = p_ao @ dm_up @ p_ao, p_ao @ dm_down @ p_ao
p_direct = (p_up - p_down) / (p_up + p_down)
assert abs(p_zeta[0] - abs(p_direct)) < 1e-9
print("Nitrogen atom, quartet, cc-pVDZ, ROHF orbitals")
print(f"1 bohr from nucleus: rho = {p_rho[0, 0]:.6f} bohr^-3, "
      f"Pi = {p_pair[0]:.6f} bohr^-6")
print(f"  R = {p_ratio[0]:.6f}, zeta = {p_zeta[0]:.6f}, "
      f"direct m/rho = {p_direct:.6f}")
for name in reference:
    print(f"{name}: parent = {reference[name]:.6f}, translated = "
          f"{translated[name]:.6f} hartree")
print(f"tPBE minus PBE = {1000 * gap['PBE']:.3f} millihartree")
print(f"PBE with grad(Pi) retained = {retained:.6f} hartree")

# ---- Two configurations: stretched hydrogen molecule ----
distance = 8.0
atom = gto.M(atom='H 0 0 0', spin=1, basis='cc-pvdz', verbose=0)
atom_orbital = eigh(scf.hf.get_hcore(atom), atom.intor('int1e_ovlp'))[1][:, 0]
atom_dm = np.outer(atom_orbital, atom_orbital)
atom_dms = np.array([atom_dm, np.zeros_like(atom_dm)])
atom_ks = dft.UKS(atom)
atom_ks.xc = 'pbe'
atom_veff = atom_ks.get_veff(atom, atom_dms)
two_atoms = 2 * atom_ks.energy_tot(atom_dms, atom_ks.get_hcore(), atom_veff)

h2 = gto.M(atom=f'H 0 0 0; H 0 0 {distance}', unit='Bohr',
           basis='cc-pvdz', verbose=0)
zero = np.zeros_like(atom_orbital)
left = np.concatenate([atom_orbital, zero])
right = np.concatenate([zero, atom_orbital])
overlap = left @ h2.intor('int1e_ovlp') @ right
gu = np.column_stack([(left + right) / np.sqrt(2 + 2 * overlap),
                      (left - right) / np.sqrt(2 - 2 * overlap)])
h_mo = gu.T @ scf.hf.get_hcore(h2) @ gu
eri = ao2mo.restore(1, ao2mo.kernel(h2, gu), 2)
hamiltonian = np.array([[2 * h_mo[0, 0] + eri[0, 0, 0, 0], eri[0, 1, 0, 1]],
                        [eri[0, 1, 0, 1], 2 * h_mo[1, 1] + eri[1, 1, 1, 1]]])
values, vectors = np.linalg.eigh(hamiltonian)
c_g, c_u = vectors[:, 0] * np.sign(vectors[0, 0])
rdm1, rdm2 = fci.direct_spin1.make_rdm12(np.diag([c_g, c_u]), 2, (1, 1))
rdm_energy = np.sum(h_mo * rdm1) + 0.5 * np.sum(eri * rdm2)
assert abs(rdm_energy - values[0]) < 1e-10

places = np.array([[0, 0, 0], [0, 0, distance / 2]], dtype=float)
s_rho, s_pair, _ = density_fields(h2, gu, rdm1, rdm2, places)
s_ratio, s_zeta = translate(s_rho[0], s_pair)
g_u_values = dft.numint.eval_ao(h2, places) @ gu
formula_pair = (c_g * g_u_values[:, 0]**2 + c_u * g_u_values[:, 1]**2)**2
assert np.allclose(s_pair, formula_pair, rtol=1e-8, atol=1e-13)
assert abs(s_ratio[1] - 1 / c_g**2) < 1e-8 and s_ratio[1] > 1
assert s_zeta[0] > 0.99 and s_zeta[1] == 0

h2_dm = gu @ rdm1 @ gu.T
h2_ks = dft.RKS(h2)
h2_ks.xc = 'pbe'
h2_veff = h2_ks.get_veff(h2, h2_dm)
h2_pbe = h2_ks.energy_tot(h2_dm, h2_ks.get_hcore(), h2_veff)
rho, pair, _ = density_fields(h2, gu, rdm1, rdm2, h2_ks.grids.coords)
h2_tpbe = (classical_energy(h2, h2_dm)
           + on_top_energy('pbe', rho, pair, h2_ks.grids.weights))
assert abs(h2_tpbe - two_atoms) < 0.1 * abs(h2_pbe - two_atoms)
print(f"Two hydrogen atoms, separation {distance:.1f} bohr, cc-pVDZ")
print(f"c_g = {c_g:.6f}, c_u = {c_u:.6f}, 1/c_g^2 = {1 / c_g**2:.6f}")
print(f"at a nucleus: R = {s_ratio[0]:.2e}, zeta = {s_zeta[0]:.6f}")
print(f"at the midpoint: R = {s_ratio[1]:.6f}, zeta set to {s_zeta[1]:.1f}")
print(f"total tPBE = {h2_tpbe:.6f} hartree")
print(f"total PBE with m = 0, same density = {h2_pbe:.6f} hartree")
print(f"two separate atoms, PBE = {two_atoms:.6f} hartree")
print(f"tPBE minus two atoms = {1000 * (h2_tpbe - two_atoms):.3f} millihartree")
print(f"PBE (m = 0) minus two atoms = "
      f"{1000 * (h2_pbe - two_atoms):.3f} millihartree")
print("success")
```

Printed output:

```
Three-electron determinant in one dimension (atomic units)
x = -0.5 bohr: rho = 0.669420 bohr^-1, Pi = 0.006811 bohr^-2
  m/rho = 0.969127, zeta from Pi = 0.969127
x = 2.0 bohr: rho = 0.532393 bohr^-1, Pi = 0.040864 bohr^-2
  m/rho = -0.650628, zeta from Pi = 0.650628
Water, cc-pVDZ; O (0,0,0), H (0,+-1.43,1.11) bohr
Hartree-Fock energy = -76.026765 hartree
largest |R - 1| on the grid = 8.9e-16
on-top energy tPBE = -9.278479 hartree
xc energy PBE, same orbitals = -9.278479 hartree
total tPBE, HF orbitals = -76.329286 hartree
total PBE, HF orbitals = -76.329286 hartree
|tPBE - PBE|, same orbitals = 1.4e-14 hartree
total PBE, self-consistent = -76.333464 hartree
PBE at HF orbitals minus self-consistent = 4.178 millihartree
Nitrogen atom, quartet, cc-pVDZ, ROHF orbitals
1 bohr from nucleus: rho = 0.278838 bohr^-3, Pi = 0.013662 bohr^-6
  R = 0.702886, zeta = 0.545082, direct m/rho = 0.545082
LSDA: parent = -6.323269, translated = -6.323269 hartree
PBE: parent = -6.728869, translated = -6.729066 hartree
PBE exchange: parent = -6.547141, translated = -6.547338 hartree
PBE correlation: parent = -0.181728, translated = -0.181728 hartree
tPBE minus PBE = -0.197 millihartree
PBE with grad(Pi) retained = -6.728869 hartree
Two hydrogen atoms, separation 8.0 bohr, cc-pVDZ
c_g = 0.713784, c_u = -0.700366, 1/c_g^2 = 1.962758
at a nucleus: R = 2.78e-05, zeta = 0.999986
at the midpoint: R = 1.962758, zeta set to 0.0
total tPBE = -0.997174 hartree
total PBE with m = 0, same density = -0.911279 hartree
two separate atoms, PBE = -0.997222 hartree
tPBE minus two atoms = 0.048 millihartree
PBE (m = 0) minus two atoms = 85.943 millihartree
success
```
